\section*{Contact Resistance of a Short Top Contact on a Two-Dimensional Channel}

\section*{Question}

A metal top contact of length $L$ and width $W$ covers the end of a two-dimensional semiconductor channel. Current enters the covered part of the sheet at its front edge, $x=0$, and leaks upwards into the metal. None leaves the sheet at the far end, $x=L$. The sheet under the metal has sheet resistance $R_s$. The interface has specific contact resistivity $\rho_c$: a potential difference $V$ across it drives a current density $V/\rho_c$. The transfer length is defined as $L_T=\sqrt{\rho_c/R_s}$.

Take $R_s$ and $\rho_c$ as uniform, the metal as an equipotential, the flow as uniform across the width, and transport in the sheet as local and diffusive. Let $V(x)$ be the potential of the sheet relative to the metal, and $i(x)$ the sheet current per unit width, positive towards $+x$.

Data: $L=20$ nm, $L_T=50$ nm, $R_s=10\ \mathrm{k\Omega}$ per square.

\begin{enumerate}
\item[(a)] Derive the differential equation obeyed by $V(x)$.
\item[(b)] Solve it and find the width-normalised contact resistance $R_cW$, where $R_c=V(0)/[W\,i(0)]$.
\item[(c)] Show that the resistance of this contact is about 2.63 times that of an infinitely long contact with the same $R_s$ and $\rho_c$. Evaluate both resistances.
\item[(d)] Find the limit of $R_cW$ for $L\ll L_T$. Then show, by considering the dissipated power, that for any $L$
\[
R_cW<\frac{\rho_c}{L}+\frac{R_sL}{3},
\]
and interpret the two terms.
\item[(e)] A student argues: ``Find the fraction $f$ of the current that an infinitely long contact collects in its first 20 nm. The resistance ratio in (c) must be $1/f$.'' Evaluate $1/f$ and explain what is wrong.
\item[(f)] How long must the contact be for its resistance to lie 10\% above the long-contact limit?
\item[(g)] The data are meant to resemble a monolayer MoS$_2$ transistor at 300 K. Discuss which assumptions matter most for the results of (c), with numerical estimates.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The differential equation}

Ohm's law in the sheet says that current flows down the potential gradient:
\begin{equation}
i=-\frac{1}{R_s}\frac{dV}{dx}
\quad\Longrightarrow\quad
\frac{dV}{dx}=-R_s\,i .
\label{ohm}
\end{equation}
Now consider the strip of sheet between $x$ and $x+dx$. In the steady state, the current that enters it and does not leave along the sheet has passed into the metal. Per unit width,
\begin{equation}
i(x)-i(x+dx)=\frac{V(x)}{\rho_c}\,dx
\quad\Longrightarrow\quad
\frac{di}{dx}=-\frac{V}{\rho_c}.
\label{cons}
\end{equation}
Differentiating (\ref{ohm}) at constant $R_s$ and inserting (\ref{cons}) gives
\begin{equation}
\frac{d^2V}{dx^2}=-R_s\frac{di}{dx}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2}.
\label{ode}
\end{equation}
The two minus signs cancel, so the solutions are real exponentials and not oscillations. The length $L_T$ sets the scale on which the potential varies. It is large when the interface is resistive compared with the sheet, because the current then spreads further before it leaves.

\subsection*{(b) The contact resistance}

It is convenient to measure distance from the far end. The general solution of (\ref{ode}) is
\begin{equation}
V(x)=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.
\end{equation}
Each derivative of $(L-x)/L_T$ brings a factor $-1/L_T$, which cancels the minus sign in Ohm's law:
\begin{equation}
i(x)=-\frac{1}{R_s}\frac{dV}{dx}
=\frac{1}{R_sL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].
\end{equation}
At the far end $\sinh 0=0$ and $\cosh 0=1$, so $i(L)=B/(R_sL_T)$. No current leaves there, hence $B=0$. Setting $x=0$ in $V(x)$ gives $A=V(0)/\cosh(L/L_T)$, and therefore
\begin{equation}
V(x)=V(0)\,\frac{\cosh[(L-x)/L_T]}{\cosh(L/L_T)},
\qquad
i(0)=\frac{V(0)}{R_sL_T}\tanh\frac{L}{L_T}.
\label{profile}
\end{equation}
The total current is $W\,i(0)$, so
\begin{equation}
R_cW=\frac{V(0)}{i(0)}=R_sL_T\coth\frac{L}{L_T}.
\label{main}
\end{equation}
The unit is that of $R_sL_T$, resistance times length, as it should be.

\subsection*{(c) The ratio}

Write $\coth y=(1+e^{-2y})/(1-e^{-2y})$. As $y\to\infty$ both exponentials vanish and $\coth y\to1$. The infinitely long contact therefore has $R_cW=R_sL_T$, and
\begin{equation}
\frac{R_c(L)}{R_c(\infty)}=\coth\frac{L}{L_T}.
\end{equation}
Once $L_T$ is given, the ratio does not depend on $R_s$, $\rho_c$ or $W$ separately. Here $L/L_T=20/50=0.40$. Multiplying numerator and denominator of $\coth y$ by $e^{2y}$,
\begin{equation}
\coth 0.40=\frac{e^{0.80}+1}{e^{0.80}-1}
=\frac{3.22554}{1.22554}=2.632 .
\end{equation}
This is the required factor of about 2.63. The resistances are
\begin{align}
R_cW(\infty)&=(10^4\ \Omega)(0.050\ \mu\mathrm{m})=500\ \Omega\,\mu\mathrm{m},\\
R_cW(20\ \mathrm{nm})&=2.632\times500\ \Omega\,\mu\mathrm{m}=1316\ \Omega\,\mu\mathrm{m}.
\end{align}
In practical terms the short contact has about $1.3\ \mathrm{k\Omega}\,\mu$m. The extra digits serve only for comparisons within the model.

The result can be tested without the differential equation. Divide the sheet into cells 0.1 nm long, joined by resistors and each connected to the metal through its own interface resistor, and solve Kirchhoff's equations. With a contact $1\ \mu$m long (20 transfer lengths) standing for the infinite one, this network gives a ratio of 2.63193, in agreement with the formula to all the digits shown in the numerical output.

\subsection*{(d) The short contact and the power bound}

For $y\ll1$, $\tanh y\approx y$, so $\coth y\approx1/y$. Equation (\ref{main}) then becomes
\begin{equation}
R_cW\approx R_sL_T\,\frac{L_T}{L}=\frac{R_sL_T^2}{L}=\frac{\rho_c}{L}.
\end{equation}
This is the resistance of the interface alone, with its whole area used equally. It grows as $1/L$, whereas a long contact gains almost nothing from extra length.

For the bound, note that the leakage current density is $-di/dx$. The power dissipated per unit width, in sheet and interface together, is
\begin{equation}
P[i]=\int_0^L\left[R_s\,i^2+\rho_c\left(\frac{di}{dx}\right)^2\right]dx .
\end{equation}
For the true flow, (\ref{ohm}) and (\ref{cons}) give $R_si=-V'$ and $\rho_ci'=-V$, where a prime means $d/dx$. The integrand is then $-V'i-Vi'=-(Vi)'$, and since $i(L)=0$,
\begin{equation}
P[i]=V(0)\,i(0)=R_cW\,i(0)^2 .
\end{equation}
Now take another flow $j=i+\delta$ with the same entering current and the same closed end, so that $\delta(0)=\delta(L)=0$. Expanding the squares,
\begin{equation}
P[j]=P[i]+P[\delta]+2\int_0^L\left(R_s\,i\,\delta+\rho_c\,i'\delta'\right)dx .
\end{equation}
The cross term vanishes, because
\begin{equation}
\int_0^L\left(R_s\,i\,\delta+\rho_c\,i'\delta'\right)dx
=-\int_0^L(V\delta)'\,dx=-\Big[V\delta\Big]_0^L=0 .
\end{equation}
Since $P[\delta]>0$ unless $\delta=0$, the true flow dissipates the least power. Choose as trial flow the one with uniform leakage, $j=i(0)(1-x/L)$, for which $j'=-i(0)/L$:
\begin{equation}
P[j]=i(0)^2\left[R_s\int_0^L\left(1-\frac{x}{L}\right)^2dx+\frac{\rho_c}{L^2}\,L\right]
=i(0)^2\left[\frac{R_sL}{3}+\frac{\rho_c}{L}\right].
\end{equation}
The true leakage is proportional to $V(x)$ and hence not uniform, so $P[i]<P[j]$. Dividing by $i(0)^2$ proves the bound.

The first term, $\rho_c/L$, is the evenly used interface. The second is the loss in the sheet. It is one third of $R_sL$ because the sheet current falls linearly to zero, and the mean of its square is one third of the square at the front.

For the data, $\rho_c/L=R_sL_T(L_T/L)=500\times2.5=1250\ \Omega\,\mu$m and $R_sL/3=66.7\ \Omega\,\mu$m. The bound is $1316.7\ \Omega\,\mu$m, about 0.05\% above the model's value. It is so close because the leakage is nearly uniform: by (\ref{profile}), the potential at the far end is still $1/\cosh0.40=0.925$ of that at the front. The interface thus accounts for about 95\% of the resistance.

\subsection*{(e) The student's argument}

For an infinitely long contact the solution of (\ref{ode}) that stays finite is $V(x)=V(0)e^{-x/L_T}$, and the sheet current falls by the same factor. The fraction collected in the first 20 nm is
\begin{equation}
f=1-e^{-0.40}=0.330,\qquad \frac1f=3.03 ,
\end{equation}
which is not 2.63. The argument assumes that the first 20 nm would go on collecting the same current, at the same $V(0)$, after the rest of the contact is removed. But removal changes the boundary condition at $x=L$. Current that used to continue along the sheet is now blocked, and the potential under the contact rises. With $a=L/L_T$ and $b=x/L_T$, the difference between the two profiles, each divided by $V(0)$, is
\begin{equation}
\frac{\cosh(a-b)}{\cosh a}-e^{-b}
=\frac{e^{a-b}+e^{b-a}-e^{a-b}-e^{-a-b}}{2\cosh a}
=\frac{e^{-a}\sinh b}{\cosh a}>0
\end{equation}
for $0<x\le L$. At $x=20$ nm the infinite contact has fallen to $e^{-0.40}=0.670$ of its front value, the short one only to 0.925. Leakage is proportional to $V$, so the short contact collects more than the student supposes: a fraction $\tanh0.40=1/2.632=0.380$ of the current of the infinite contact at equal $V(0)$, not 0.330.

\subsection*{(f) Length for a 10\% excess}

We need $\coth(L/L_T)=1.1$, or $\tanh(L/L_T)=1/1.1$. From $\operatorname{artanh}z=\tfrac12\ln[(1+z)/(1-z)]$,
\begin{equation}
\frac{L}{L_T}=\frac12\ln\frac{1+1/1.1}{1-1/1.1}=\frac12\ln\frac{2.1}{0.1}=\frac12\ln21=1.52 ,
\end{equation}
so $L=76$ nm. A length of about $1.5L_T$ is therefore enough for this criterion, provided that $R_s$ and $\rho_c$ do not change with $L$ and the assumptions of the model hold.

\subsection*{(g) Assumptions and the real device}

\paragraph{Comparison with the real case.} For monolayer MoS$_2$, a sheet resistance of order $10\ \mathrm{k\Omega}$ per square requires a high carrier density, usually induced by a gate, and contact resistances from a few hundred to a few thousand $\Omega\,\mu$m are a rough but realistic range. The model values of 500 and $1316\ \Omega\,\mu$m lie within it. With a rough carrier density $n=10^{13}\ \mathrm{cm^{-2}}$, the chosen $R_s$ implies a mobility $1/(enR_s)=62\ \mathrm{cm^2/Vs}$, which is on the high side for this material at room temperature. One assumption open to doubt is that $R_s$ under the metal equals the value measured in the open channel, since the metal can change the carrier density and add scattering.

\paragraph{Sheet resistance under the metal.} Suppose, as an illustration, that it is twice the assumed value while $\rho_c$ and $L$ are held fixed. Then $L_T$ falls by $\sqrt2$ to 35.4 nm. The resistance of the 20 nm contact rises only to $1381\ \Omega\,\mu$m, or 5\%, because the sheet contributes little to it. The long-contact limit $R_sL_T=\sqrt{\rho_cR_s}$ rises by $\sqrt2$, and the ratio drops from 2.63 to 1.95. The factor 2.63 thus belongs to the true transfer length under the metal. At fixed $\rho_c$, the resistance of the short contact depends much less on the sheet resistance than that of the long contact does.

\paragraph{Contact length.} With $L_T=50$ nm fixed, $L=18$ nm gives a ratio of 2.90 and $L=22$ nm gives 2.42, changes of $+10\%$ and $-8\%$ relative to 2.63. An error of 2 nm in the physical length therefore matters. Fringing of the current at the metal edge, if it acts like a small change of effective length, would enter in the same way.

\paragraph{Ohmic interface.} At a test current of $1\ \mu\mathrm{A}/\mu$m the contact voltage is $1.32$ mV, small against the thermal voltage $V_{th}=k_BT/e=25.85$ mV. Suppose that the interface follows a diode-like law, $J=(V_{th}/\rho_c)(e^{V/V_{th}}-1)$. Its expansion, $J\approx(V/\rho_c)(1+V/2V_{th})$, suggests a lowering of the resistance by roughly $V/2V_{th}$, or about 2.5\% at the front edge. A numerical solution of the contact equation with this law gives $-2.2\%$, and $+2.4\%$ for the opposite current direction, both relative to the linear model. At $19.6\ \mu\mathrm{A}/\mu$m the linear model predicts a drop equal to $V_{th}$, and for such an interface it can no longer be trusted. The calculated resistance is then a low-current quantity, not one to carry over to a transistor driven at hundreds of $\mu\mathrm{A}/\mu$m.

\paragraph{Diffusive transport.} A perfectly transmitting sheet still has a resistance, because it offers a finite number of modes. Per unit width, a valley with wavevector $k$ offers $k/\pi$ modes, each conducting $2e^2/h$ with spin included. For $g_v$ valleys of effective mass $m$ and Fermi function $F(E)$,
\begin{equation}
R_{\rm ball}W=\frac{h}{2e^2M},\qquad
M=\int_0^\infty \frac{g_v\sqrt{2mE}}{\pi\hbar}\left(-\frac{\partial F}{\partial E}\right)dE .
\end{equation}
With $g_v=2$, a rough mass of 0.5 electron masses and the density above, this is $51\ \Omega\,\mu$m. Half of it, the share of one contact, is 2\% of $1316\ \Omega\,\mu$m. Dividing $R_{\rm ball}W$ by $R_s$ gives the backscattering length, 5.1 nm. This is a tenth of $L_T$ but a quarter of $L$, so the condition for local diffusion, a scattering length much shorter than the contact, is only roughly met under the short contact. The sheet term, which rests on this assumption, is only about 5\% of the total. The half share is a floor on the contact resistance, not a term in series with it. A two-flux picture shows this. Give right- and left-moving carriers the potentials $V_\pm$, with $V=(V_++V_-)/2$ and $i=(V_+-V_-)/R_b$, where $R_b=R_{\rm ball}W$. With backscattering length $\lambda=R_b/R_s$ and loss to the metal at a rate $\gamma$ per unit length, $V_\pm'=-(V_+-V_-)/\lambda\mp\gamma V_\pm$. The difference of the two equations gives $i'=-2\gamma V/R_b$, so $\gamma=R_b/2\rho_c$. Their mean gives $V'=-(R_s+R_b^2/4\rho_c)\,i$. The finite number of modes thus acts like an extra sheet resistance $R_b^2/4\rho_c\approx26\ \Omega$ per square. The long contact has $R_cW=\sqrt{\rho_cR_s+R_b^2/4}$, which tends to $R_b/2$ as $\rho_c\to0$ but is only about $501\ \Omega\,\mu$m here, and the ratio remains 2.63.

\paragraph{Metal resistance and heating.} Take a rough metal sheet resistance $R_m=5\ \Omega$ per square. If the current leaves the metal along $x$ or upwards, evenly over the width, the metal carries at most the full current over the length $L$ and adds at most $5\ \Omega\times0.020\ \mu\mathrm{m}=0.10\ \Omega\,\mu$m, which is negligible. A narrow metal finger fed from one end carries its current along the width instead. Its resistance per unit length is $R_m/L$, and for nearly uniform injection the one-third rule of (d) gives an addition of about $R_mW^2/(3L)$ to $R_cW$. This is $0.8\ \Omega\,\mu$m for $W=0.1\ \mu$m but $83\ \Omega\,\mu$m, or 6\%, for $W=1\ \mu$m. In that geometry the metal is an equipotential only for narrow devices. At the test current the power per unit contact area is $i(0)^2R_cW/L=6.6\times10^4\ \mathrm{W/m^2}$. With a rough interface thermal conductance of $15\ \mathrm{MW/(m^2K)}$ the temperature rise is 0.004 K, which is negligible at this current. It grows as the square of the current, and the same estimate gives about 44 K at $100\ \mu\mathrm{A}/\mu$m.

At currents low enough for the interface to be ohmic, and with the metal an equipotential, the sheet resistance under the metal and the contact length move the ratio most among the effects estimated here. At fixed $\rho_c$ the ratio depends on $L\sqrt{R_s}$, so a small relative error in $L$ counts twice as much as the same relative error in $R_s$. The sheet resistance had the larger effect above only because it was allowed a factor of two against 10\% for the length. If a ratio measured at such low currents differs from 2.63, the values used for $L_T$ and $L$ should therefore be checked. So should the assumption that the short and the long contact have the same $\rho_c$ and $R_s$, since the ratio in (c) rests on it and the effect of a difference between the two devices has not been estimated here.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
transfer length LT = 50 nm
contact length L = 20 nm
sheet resistance under metal = 10 kohm per square
specific contact resistivity = 2.50e-07 ohm cm2
RESULTS
L/LT = 0.40 (no unit)
exp(2L/LT) = 2.22554 (no unit)
ratio from formula = 2.63193 (no unit)
ratio from network = 2.63193 (no unit)
long-contact limit Rc*W = 500.0 ohm um
20 nm contact Rc*W, formula = 1316.0 ohm um
20 nm contact Rc*W, network = 1316.0 ohm um
interface part rho/L = 1250.0 ohm um
sheet part Rs*L/3 = 66.7 ohm um
upper bound, sum of parts = 1316.7 ohm um
upper bound on ratio = 2.63333 (no unit)
far-end over front voltage = 0.9250 (no unit)
share in first 20 nm of long contact = 0.3297 (no unit)
inverse of that share = 3.033 (no unit)
length for 10 percent excess = 76.1 nm
NEGLECTED EFFECTS
doubled sheet resistance: LT = 35.4 nm
doubled sheet resistance: Rc*W = 1380.6 ohm um
doubled sheet resistance: ratio = 1.952 (no unit)
ratio for L = 18 nm: 2.897 (no unit)
ratio for L = 22 nm: 2.418 (no unit)
temperature = 300 K
thermal voltage = 25.85 mV
test current = 1.0 uA/um
contact voltage at test current = 1.32 mV
Rc change, exponential law, forward = -2.23 %
Rc change, exponential law, reverse = 2.38 %
current where linear drop is kT/e = 19.6 uA/um
carrier density (rough) = 1.0e+13 cm^-2
effective mass (rough) = 0.5 electron masses
valleys = 2 (count)
implied mobility = 62.4 cm2/Vs
two-terminal ballistic resistance*W = 50.7 ohm um
half of it, per contact = 25.4 ohm um
backscattering length = 5.1 nm
metal sheet resistance (rough) = 5 ohm per square
metal adds at most = 0.10 ohm um
thermal conductance (rough) = 15 MW/m2K
heating at test current = 0.0044 K
\end{verbatim}
